\section*{The Barkas term: why fast protons lose more energy than antiprotons}

\section{One electron, free and then on a spring}

A heavy particle of charge $Ze$ passes a free electron at rest with speed $v$ and impact parameter $b$. Let $m$ be the electron mass and $k=e^2/(4\pi\varepsilon_0)$. In the projectile's frame the electron is deflected by an angle $\theta$ with $\tan(\theta/2)=|Z|k/(mv^2b)$. Its velocity changes by $2v\sin(\theta/2)$, so it gains
\begin{equation}
\Delta E_{\rm free}=2mv^2\sin^2\frac{\theta}{2}
=\frac{2mv^2\,(Zk/mv^2)^2}{b^2+(Zk/mv^2)^2}.
\end{equation}
This is even in $Z$: a proton and an antiproton give the electron the same energy. It suggests that the square of the charge is all that matters when the collision is weak.

Now tie the electron to its place by a spring of frequency $\omega$, and let the projectile pass at a distance much smaller than $v/\omega$, yet large enough for the kick to be weak. Keeping the leading term even in $Z$ and the leading term odd in $Z$, the gain becomes
\begin{equation}
\Delta E\simeq\frac{2Z^2k^2}{mv^2b^2}\left(1+\frac{3\pi}{2}\,\frac{Zk\omega}{mv^3}\right).
\label{counter}
\end{equation}
The second term changes sign with $Z$, so the square law fails. Further even corrections, left out here, can be as large as this term, but they cancel when the gains for $Z$ and $-Z$ are subtracted. Equation (\ref{counter}) is derived next.

\section{The counter-example worked out}

\subsection*{Equation of motion}
The projectile moves on a straight line at constant speed, and the electron is non-relativistic. Measure time as $\tau=\omega t$, lengths in $v/\omega$ and energies in $mv^2$. The projectile is at $\mathbf R=(\beta,0,\tau)$ and the electron at $\mathbf r=(x,0,z)$, with
\begin{equation}
\beta=\frac{\omega b}{v},\qquad \lambda=\frac{Zk\omega}{mv^3},\qquad
\ddot{\mathbf r}+\mathbf r=\lambda\frac{\mathbf R-\mathbf r}{|\mathbf R-\mathbf r|^3}.
\end{equation}
A positive $\lambda$ means attraction. For $|\lambda|\ll\beta$ the electron moves little compared with its distance from the projectile, and the force can be expanded:
\begin{equation}
\mathbf F_0=\lambda\frac{\mathbf R}{R^3},\qquad
\mathbf F_1=\lambda\left[-\frac{\mathbf r_1}{R^3}+\frac{3\mathbf R(\mathbf R\cdot\mathbf r_1)}{R^5}\right].
\end{equation}
Here $\mathbf r_1\propto\lambda$ is the motion caused by $\mathbf F_0$, so $\mathbf F_1\propto\lambda^2$. The omitted forces are of order $\lambda^3$ and affect the energy only from order $\lambda^4$.

\subsection*{Energy transfer}
Put $\mathbf w=\dot{\mathbf r}+i\mathbf r$. Then $\dot{\mathbf w}=\mathbf F-\mathbf r+i\dot{\mathbf r}=i\mathbf w+\mathbf F$. For an electron initially at rest the final energy is
\begin{equation}
\epsilon=\tfrac12|\mathbf w|^2=\tfrac12\left|\int_{-\infty}^{\infty}\mathbf F\,e^{-i\tau}d\tau\right|^2 .
\end{equation}
Let $\mathbf A$ and $\mathbf B$ be the integrals with $\mathbf F_0$ and $\mathbf F_1$. Start from $\int\cos\tau\,(\beta^2+\tau^2)^{-1/2}d\tau=2K_0(\beta)$. Differentiation with respect to $\beta$ gives $A_x$, and integration by parts gives $A_z$:
\begin{equation}
A_x=2\lambda K_1(\beta),\qquad A_z=-2i\lambda K_0(\beta).
\end{equation}
Thus $\epsilon_2=\frac12|\mathbf A|^2=2\lambda^2(K_0^2+K_1^2)$. The next order is the cross term,
\begin{equation}
\epsilon_3={\rm Re}\,(\mathbf A^*\!\cdot\mathbf B)
=2\lambda\int_{-\infty}^{\infty}\left[K_1\cos\tau\,F_{1x}+K_0\sin\tau\,F_{1z}\right]d\tau .
\label{cross}
\end{equation}

\subsection*{Half of the response drops out}
The causal response to a unit impulse at $\tau'$ is $\sin(\tau-\tau')$ for $\tau>\tau'$ and zero before. It equals $\frac12\sin|\tau-\tau'|+\frac12\sin(\tau-\tau')$ at all times. The second half produces the free oscillation $(\lambda K_1\sin\tau,\,0,\,-\lambda K_0\cos\tau)$. The field gradients $xx$ and $zz$ are even in $\tau$, and $xz$ is odd. Inserting the free oscillation in (\ref{cross}) therefore gives four integrands, all odd in $\tau$, and they integrate to zero.

What remains is the time-even response $\lambda\mathbf q$, with $q_x$ even and $q_z$ odd:
\begin{align}
\epsilon_3&=2\lambda^3J(\beta),\qquad
J=\int_{-\infty}^{\infty}\left[K_1\cos\tau\,G_x+K_0\sin\tau\,G_z\right]d\tau,\label{J}\\
\mathbf G&=-\frac{\mathbf q}{R^3}+\frac{3\mathbf R(\mathbf R\cdot\mathbf q)}{R^5},\qquad
\ddot{\mathbf q}+\mathbf q=\frac{\mathbf R}{R^3}.
\end{align}
The starting values at $\tau=0$ follow from the kernel $\frac12\sin|\tau-\tau'|$. Define
\begin{equation}
D(\beta)=\int_0^\infty\frac{\sin\tau\,d\tau}{\sqrt{\beta^2+\tau^2}}
=\frac{\pi}{2}\left[I_0(\beta)-\mathbf L_0(\beta)\right],
\end{equation}
with $\mathbf L_0$ the modified Struve function. Then
\begin{align}
q_x(0)&=\int_0^\infty\frac{\beta\sin\tau\,d\tau}{(\beta^2+\tau^2)^{3/2}}=-D'(\beta),\\
\dot q_z(0)&=-\int_0^\infty\frac{\tau\cos\tau\,d\tau}{(\beta^2+\tau^2)^{3/2}}=-\frac1\beta+D(\beta),
\end{align}
the last step by parts. By parity, $\dot q_x(0)=q_z(0)=0$.

\subsection*{The limit of small $\beta$}
Now $K_1\to1/\beta$, while $K_0$ grows only as a logarithm. The $K_0$ term in (\ref{J}) is at most of order $1/\beta$ up to logarithms, so the leading part of $J$ is $\beta^{-1}\int\cos\tau\,G_x\,d\tau$.

Near the collision put $\tau=\beta s$ and $\rho=\sqrt{1+s^2}$. The spring force is negligible there, and $d^2q_x/ds^2=\rho^{-3}$, $d^2q_z/ds^2=s\rho^{-3}$. The series $I_0=1+\beta^2/4+\dots$ and $\mathbf L_0=2\beta/\pi+\dots$ give $D=\pi/2-\beta+\pi\beta^2/8+\dots$, which fixes the starting values:
\begin{equation}
q_x=\rho-\frac{\pi\beta}{4},\qquad q_z=-\operatorname{arsinh}s+\frac{\pi\beta}{2}s .
\end{equation}

\emph{Leading part.} The terms without $\beta$ contribute to $\int G_x\,d\tau$
\begin{equation}
\frac1{\beta^2}\int_{-\infty}^{\infty}\left[-\frac1{\rho^2}+\frac3{\rho^4}-\frac{3s\operatorname{arsinh}s}{\rho^5}\right]ds
=\frac1{\beta^2}\left[-\pi+\frac{3\pi}2-\frac\pi2\right]=0 .
\end{equation}
The last integral was done by parts, with $3s/\rho^5=-d\rho^{-3}/ds$. This is the free electron, and the zero agrees with Rutherford scattering.

\emph{Shifted start.} The terms with $\beta$ record that the electron was bound before the collision. With $\int\rho^{-3}ds=2$, $\int\rho^{-5}ds=\frac43$ and $\int s^2\rho^{-5}ds=\frac23$ they give
\begin{equation}
\frac1{\beta^2}\left[-\frac{\pi\beta}4(-2+4)+3\cdot\frac{\pi\beta}2\cdot\frac23\right]=\frac{\pi}{2\beta}.
\end{equation}

\emph{Distant times.} In the leading part, the term $-q_x/R^3$ was continued to large $|\tau|$ as $-|\tau|/(\beta|\tau|^3)$. For $|\tau|$ of order one the spring acts. There $F_{0x}/\lambda$ looks like an impulse $2/\beta$ at $\tau=0$, so $q_x=\sin|\tau|/\beta$, and the factor $\cos\tau$ must be kept. The difference is
\begin{equation}
\frac2\beta\int_0^\infty\frac{\tau-\sin\tau\cos\tau}{\tau^3}d\tau
=\frac4\beta\int_0^\infty\frac{u-\sin u}{u^3}du=\frac{\pi}{\beta},
\end{equation}
with $u=2\tau$. Two integrations by parts reduce the last integral to $\frac12\int_0^\infty(\sin u/u)\,du=\pi/4$. The other terms fall off faster with $|\tau|$ and give corrections of lower order.

The sum is $3\pi/(2\beta)$, hence
\begin{equation}
J\to\frac{3\pi}{2\beta^2},\qquad
\frac{\epsilon_3}{\epsilon_2}\to\frac{3\pi}{2}\lambda\qquad(|\lambda|\ll\beta\ll1),
\end{equation}
since $K_0^2+K_1^2\to1/\beta^2$. This is (\ref{counter}). Numerical integration of (\ref{J}) gives $J=480$ at $\beta=0.1$, where the limit formula gives 471.

Full Coulomb trajectories at $|\lambda|=0.02$, $\beta=0.1$ provide a control. Half the difference in energy gain between the two charge signs is about 500 times smaller for the free electron, followed over $|\tau|\le200$, than for the bound one. Even this small remainder comes from the finite duration of the run: it halves when the duration is doubled.

\section{The general statement}

For an electron bound by an isotropic harmonic force and struck from outside its orbit by a swift, bare, heavy charge,
\begin{equation}
\Delta E=2mv^2\left[\lambda^2(K_0^2+K_1^2)+\lambda^3J(\beta)+O(\lambda^4)\right].
\label{general}
\end{equation}
The derivation up to (\ref{J}) did not assume small $\beta$, so it proves this form for a classical electron initially at rest. The sign of $J$ is proved above for small $\beta$. Elsewhere it rests on computation: $J$ is positive at all 44 values computed between $\beta=0.001$ and 6. It falls steeply, from 0.90 at $\beta=1$ to 0.018 at $\beta=2$. Trajectories under the full Coulomb force, run for both signs at $\beta=0.3$, 1 and 2, reproduce $J$ within 0.03\,\%.

\subsection*{What the displacement does and does not explain}
At closest approach the discarded free oscillation has no $x$ component, so the true sideways displacement is $\lambda q_x(0)$. The integral for $q_x(0)$ is positive, because $\sin\tau$ is weighted by a decreasing function. The electron has thus moved towards a proton and away from an antiproton, and feels a changed field. This alone does not explain the cubic term, since a free electron is displaced in the same way and has none. The spring is needed to spoil the cancellation.

\subsection*{A quantum electron}
Let the electron start in the oscillator ground state. With the dipole and quadrupole parts of the potential the force is linear in position, so by Ehrenfest's theorem the mean position obeys the classical equation with that force. The energy is that of the mean motion plus that of the fluctuations. For a quadratic Hamiltonian the fluctuations do not depend on the dipole force. Every cubic term with two dipole factors and one quadrupole factor therefore belongs to the mean motion, and equals $2mv^2\lambda^3J$.

Parity requires the three multipole orders to have an even sum. The sum 4 is the case just treated. The next is 6, which costs a relative factor of order $(\text{orbit size}/b)^2$. In the scaled units the squared orbit size is proportional to $\hbar\omega/(mv^2)$. A solution of the time-dependent Schr\"odinger equation up to the octupole, at $\beta=1$, gives a cubic term 1.6\,\% above the classical one for $\hbar\omega/(mv^2)=0.004$ and 0.8\,\% above it for 0.002. The excess halves, as it should.

\section{From one collision to the stopping force}

For $n$ atoms per volume with $f$ such electrons each, $S=nf\int2\pi b\,\Delta E\,db$. Inserting $b=\beta v/\omega$ and $\lambda^2mv^4/\omega^2=Z^2k^2/(mv^2)$ gives
\begin{equation}
S=\frac{4\pi nfZ^2k^2}{mv^2}(L_0+L_1),\qquad
L_1=\lambda\int_{\beta_{\min}}^{\infty}J\beta\,d\beta .
\end{equation}
For small $\beta_{\min}$ this becomes $L_1\simeq\frac{3\pi}{2}\lambda\ln(0.60/\beta_{\min})$, where 0.60 comes from the numerical integral. The cubic term needs a lower cutoff because (\ref{general}) fails inside the orbit, and it is already inaccurate just outside.

The quadratic term needs none. In the Born approximation a momentum transfer $\hbar q$, with $Q=\hbar^2q^2/2m$, has the Rutherford cross-section $2\pi Z^2k^2\,dQ/(mv^2Q^2)$ times the probability of exciting level $\nu$. The operator $e^{iqx}$ turns the ground state into a coherent state, so this probability is $e^{-u}u^\nu/\nu!$ with $u=Q/\hbar\omega$. An energy loss $\nu\hbar\omega$ requires $q\ge\nu\omega/v$, or $u\ge\nu^2/B$ with $B=2mv^2/\hbar\omega$. Hence
\begin{equation}
L_0=\frac12\sum_{\nu\ge1}\frac{1}{(\nu-1)!}\int_{\nu^2/B}^{\infty}u^{\nu-2}e^{-u}du .
\end{equation}
For large $B$ the first term of the sum tends to $\ln B-\gamma$, with $\gamma$ Euler's constant. The others tend to $1/(\nu-1)$ up to $\nu\approx B$ and add $\ln B+\gamma$. Half the total is Bethe's $\ln(2mv^2/\hbar\omega)$.

\section{A silicon film}

Protons of 1\,MeV are used to analyse thin films, where energy loss is converted into depth. Take a film of 1000\,nm with 50 atoms per nm$^3$, and model silicon by three oscillator shells with rough energies: 4 electrons at 20\,eV, 8 at 200\,eV and 2 at 3000\,eV. The speed is $1.38\times10^7$\,m/s, $mv^2=1089$\,eV and $k=1.44$\,eV\,nm.

For an outer electron $v/\omega=0.456$\,nm and $\lambda=0.0029$. At $b=v/\omega$ it is displaced by 0.62\,pm towards the proton at closest approach. The quadratic transfer is 9.9\,meV and the cubic one 0.048\,meV, or 0.5\,\%. These are mean values: most passages excite nothing, and a few transfer 20\,eV.

For the stopping force, cut each shell off at its rms orbit radius $\sqrt{3\hbar/2m\omega}$:
\begin{center}
\begin{tabular}{cccccc}
$f$ & $\hbar\omega$ (eV) & $\lambda$ & cutoff (nm) & $L_0$ & $L_1$\\
4 & 20 & 0.0029 & 0.076 & 4.66 & 0.0171\\
8 & 200 & 0.029 & 0.024 & 2.01 & 0.0406\\
2 & 3000 & 0.44 & 0.0062 & 0.06 & 0.0050
\end{tabular}
\end{center}
The common factor is $4\pi\cdot50\cdot1.44^2/1089=1.196$\,eV/nm. The weighted sums are $\sum fL_0=34.85$ and $\sum fL_1=0.403$, so
\begin{equation}
S=(41.7\pm0.48)\ \text{eV/nm},
\end{equation}
with the upper sign for protons. The difference is 2.3\,\% of the quadratic part, or about 0.96\,keV in the film. The middle shell supplies four fifths of it. The innermost shell has a large $\lambda$, so the expansion is poor there, but its share is small.

With the same cutoff rule the relative difference falls from 4.6\,\% at 0.5\,MeV to 0.6\,\% at 4\,MeV. The factor $\lambda\propto v^{-3}$ alone would give a steeper fall, but $\beta_{\min}$ also shrinks with speed and enlarges the integral in $L_1$.

\subsection*{How far the number can be trusted}
The close collisions are the weak point. Setting all cutoffs to $\hbar/(mv)=0.0084$\,nm, which lies well inside the orbits of the two outer shells, raises the difference from 2.3\,\% to 8.3\,\%. This is a trial extension of (\ref{general}) beyond its range, not an upper bound. Even outside the orbit its finite size matters. For an outer electron at $b=0.228$\,nm, three orbit radii, the quantum calculation up to the octupole gives a cubic term 23\,\% above the classical one, and two further multipoles raise this to 29\,\%. For the middle shell, which dominates the result, the excess at three orbit radii is about 30\,\%. At two orbit radii the ratio to the classical term is 1.7 up to the octupole and 2.7 with two further multipoles, and 3.8 with two more, so the multipole expansion does not settle there; the unexpanded Coulomb potential gives about 2.7 (2.62 and 2.69 with 6 and 8 oscillator quanta per direction in the collision plane). Most of this shell's contribution comes from still smaller distances. The 2.3\,\% is therefore only the order of magnitude of the effect. The finite-size corrections computed here outside the orbit all raise it, but the contribution of a quantum electron from inside the orbit remains undetermined.

A classical electron can be followed through close collisions too. For $|\lambda|=0.02$, full trajectories give a sign-odd part of the stopping number of 0.120 from $\beta=0.16$ to 6, where the formula gives 0.121. The range from 0.002 to 0.16 adds 0.141, but almost all of it comes from $\beta>|\lambda|$: from 0.02 to 0.16 the trajectories give 0.137, against 0.20 from the formula. Below $\beta\approx|\lambda|/2$ the sign-odd energy gain is negative, and the range from 0.002 to 0.02 adds only 0.003. In this classical model the cubic term is thus cut off at $\beta$ of order $|\lambda|$, and the closest collisions add almost nothing. The result cannot simply be carried over to the proton, for which $k/(\hbar v)=\lambda mv^2/(\hbar\omega)\approx0.16$, whereas classical scattering needs a value well above one.

The other neglected effects are smaller. Shifting all shell energies by $-20$ or $+20$\,\% changes the difference to 2.1 or 2.5\,\%. The leading Bloch correction, quartic in $Z$, is $-1.2$\,\% of the quadratic part, but it is even and cancels between proton and antiproton. Relativity enters at $v^2/c^2=0.2$\,\%, and nuclear stopping is estimated at 0.1\,\% of the electronic part. The projectile loses 4\,\% of its energy in the film, which the calculation at fixed speed ignores.

In real silicon the outer electrons respond collectively and not as separate oscillators, so the shell model gives a size, not a reference value. Measurements also find that antiprotons lose less than protons, by roughly several per cent near 1\,MeV. In a single passage the effect is hidden: Bohr's straggling formula, which treats all 14 electrons of each atom as free and so slightly overestimates the spread, gives a standard deviation of 4.3\,keV in this film, over four times the difference. To fix the difference of the means to 10\,\% of its value takes about $2(4.27/0.096)^2\approx4000$ particles of each kind, detector errors aside.

At much lower speeds $\lambda$ is no longer small, electron capture changes the proton's charge, and the expansion in powers of $Z$ loses its meaning. Most of the computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
TESTS, scaled units
J at beta = 0.1: 480.3
J at beta = 0.3: 44.29
J at beta = 1.0: 0.8983
J at beta = 2.0: 0.01808
largest misfit of J to trajectories: 0.03 %
J beta^2/(3 pi/2) at beta = 0.0001: 1.0000
constant c in the logarithm: 0.60
free/bound half difference (lam 0.02, beta 0.1): 2.1e-03
quantum/classical J, beta 1, h 0.004 and 0.002: 1.0158 1.0079
classical L1, lam = 0.02, beta 0.002 to 0.16: 0.1406
classical L1, lam = 0.02, beta 0.16 to 6: 0.1202
formula for the latter: 0.1210
Born L0 at 2mv^2/(hbar w) = 5, matrix elements: 1.0727
Born L0 at the same ratio, formula: 1.0727
SILICON MODEL, projectile energy 1 MeV
atom density: 50 per nm^3; film: 1000 nm
speed: 1.384e+07 m/s; m v^2 of an electron: 1089.2 eV
k = e^2/(4 pi eps0): 1.4400 eV nm
M: 4 electrons, 20 eV, v/w 0.4555 nm, lam 0.00290
   orbit cutoff 0.0756 nm, L0 4.662, L1 0.01707
L: 8 electrons, 200 eV, v/w 0.0456 nm, lam 0.02902
   orbit cutoff 0.0239 nm, L0 2.010, L1 0.04064
K: 2 electrons, 3000 eV, v/w 0.0030 nm, lam 0.43533
   orbit cutoff 0.0062 nm, L0 0.062, L1 0.00498
M electron at b = v/w = 0.4555 nm:
   shift towards proton 0.619 pm
   quadratic transfer 9.900 meV, cubic 0.0478 meV
quadratic stopping: 41.68 eV/nm; cubic part: 0.482 eV/nm
proton: 42.16 eV/nm; antiproton: 41.20 eV/nm
difference / quadratic part: 2.31 %
difference in film: 965 eV
TREND, orbit cutoff
0.5 MeV: quadratic 59.98 eV/nm, difference 4.55 %
1.0 MeV: quadratic 41.68 eV/nm, difference 2.31 %
2.0 MeV: quadratic 26.99 eV/nm, difference 1.13 %
4.0 MeV: quadratic 16.46 eV/nm, difference 0.56 %
NEGLECTED EFFECTS at 1 MeV
cutoff hbar/(m v) = 0.00836 nm instead of orbit: difference 8.31 %
shell energies -20 % / +20 %: difference 2.06 / 2.54 %
M shell quantum/classical J at b = 0.2278 nm: 1.226
Bloch quartic term, leading order / quadratic: -1.21 %
relativity, v^2/c^2: 0.21 %
nuclear / electronic stopping, estimate: 0.083 %
energy lost in film / initial energy: 4.2 %
Bohr straggling in film, standard deviation: 4271 eV
\end{verbatim}
